# Why protonated indicator dye undercounts photogenerated acid, and how to correct it

## Question

I am trying to measure how much acid a photoacid generator releases. After exposure I add an indicator dye, which takes up a proton and changes colour, and I read the concentration of protonated dye from its absorbance. The exercise I am working from gives 1 mmol/L acid, 2 mmol/L dye, and a dissociation constant of 0.5 mmol/L for the protonated dye. It asks me to show that counting protonated dye alone underestimates the generated acid by 28 percent.

I have two arguments, and neither gives 28 percent.

1. There is twice as much dye as acid, so every proton should find a dye molecule. The error should be zero.
2. The bound fraction should be dye/(dye + constant) $= 2/(2+0.5) = 80$ percent. The error should be 20 percent.

What is wrong with each? And can I recover the true acid from my reading, or do I just need more dye?

## Answer

Your first argument treats the binding as irreversible. Your second uses the right law but puts the total dye where the free dye belongs. Both faults disappear once the two conservation laws are written next to the equilibrium condition.

### What the given numbers mean

Let $B$ be the neutral dye, $HB$ its protonated form (a cation), and $H$ the acid that is not on dye. The reaction and its constant are

$$
HB \rightleftharpoons H + B,\qquad K=\frac{[H][B]}{[HB]}=0.5\ \text{mmol/L}.
$$

I take the other two numbers as totals in the mixed solution: $A=1$ mmol/L is all the generated acid, bound or not, and $D=2$ mmol/L is all the dye, protonated or not. The result depends on this reading of the problem, as will be seen below. I also assume that the solution has reached equilibrium and is ideal, that each dye molecule binds one proton, that no other base is present, and that the acid is fully dissociated.

Write $x=[HB]$ for the quantity you measure. Each protonated dye has used up one proton and one neutral dye molecule, so

$$
[H]=A-x,\qquad [B]=D-x .
$$

### Solving for the protonated dye

Inserting the balances into the definition of $K$ gives

$$
(A-x)(D-x)=Kx .
$$

Multiply out the left side, $AD-(A+D)x+x^2$, and bring $Kx$ over:

$$
P(x)\equiv x^2-(A+D+K)\,x+AD=0 .
$$

With $S=A+D+K$ the two roots are

$$
x_\pm=\frac{S\pm\sqrt{S^2-4AD}}{2}.
$$

One of them has to be rejected, since $x$ can exceed neither the acid nor the dye. Evaluate $P$ at these two bounds:

$$
P(A)=A^2-A^2-AD-KA+AD=-KA<0,
$$

$$
P(D)=D^2-AD-D^2-KD+AD=-KD<0 .
$$

The parabola opens upward, so it is negative between its roots and nowhere else. Both $A$ and $D$ therefore lie between $x_-$ and $x_+$. The larger root would need more protonated dye than there is acid or dye. The smaller root lies below both bounds, and it is positive because $P(0)=AD>0$ while $P$ is already negative at $A$. Hence

$$
x=\frac{S-\sqrt{S^2-4AD}}{2}.
$$

Now the numbers, in mmol/L. The sum is $S=1+2+0.5=3.5$, and $S^2-4AD=12.25-8=4.25$, so

$$
x=\frac{3.5-\sqrt{4.25}}{2}=0.719 .
$$

The rejected root is 2.781 mmol/L, more than all the dye present. The acid not on dye is $1-0.719=0.281$ mmol/L and the free dye is $2-0.719=1.281$ mmol/L. Putting these back into the equilibrium condition gives $0.2808\times1.2808/0.7192=0.500$ mmol/L, as required.

The underestimate, relative to the true acid, is

$$
u=\frac{A-x}{A}=\frac{0.281}{1}=28\ \text{percent}.
$$

The reference matters. Relative to the reading, the same gap is $0.281/0.719=39$ percent. You would have to raise your reading by 39 percent to reach the true acid.

The value of $x$ can also be found without the quadratic. Integrating the rate equations for binding and release, starting from unbound dye with the same $A$, $D$ and $K$, and letting them come to rest gives 0.71922 mmol/L. Minimizing the free energy of the ideal solution over $x$ gives 0.71922 mmol/L as well.

### What went wrong in the two arguments

Rearrange the definition of $K$ as a ratio of bound to unbound acid:

$$
\frac{x}{A-x}=\frac{[HB]}{[H]}=\frac{[B]}{K}.
$$

The competition is decided by the free dye measured against $K$, not by the dye measured against the acid. Here $[B]/K=1.281/0.5=2.56$, so there are 2.56 bound protons for each unbound one. An excess of dye over acid ensures that there are enough binding sites. It does not ensure that every proton is bound. Your first argument becomes correct for $K\to0$ with $D>A$: then $S^2-4AD\to(A+D)^2-4AD=(D-A)^2$, and $x\to[(A+D)-(D-A)]/2=A$.

For the second argument, solve the ratio for the bound fraction. From $xK=(A-x)[B]$ follows $x(K+[B])=A[B]$, so

$$
\frac{x}{A}=\frac{[B]}{K+[B]},\qquad
u=1-\frac{x}{A}=\frac{K}{K+[B]}=\frac{K}{K+D-x}.
$$

This is your formula with the free dye in place of the total. Setting $[B]=2$ mmol/L gives 20 percent, which would be the right answer if the 2 mmol/L were the dye left over at equilibrium. With 2 mmol/L in total, binding lowers the free dye to 1.281 mmol/L, and $u=0.5/1.781=28$ percent.

### Recovering the true acid

You know $D$ and $K$, and you measure $x$. Solve the equilibrium condition for $A$ instead of $x$. Dividing $(A-x)(D-x)=Kx$ by $D-x$ gives

$$
A=x+\frac{Kx}{D-x}.
$$

The first term is the acid you see and the second is the acid you miss. In the example, in mmol/L,

$$
A=0.719+\frac{0.5\times0.719}{1.281}=0.719+0.281=1.000 .
$$

The correction costs some precision. Differentiate, using the quotient rule on the second term:

$$
\frac{dA}{dx}=1+K\,\frac{(D-x)+x}{(D-x)^2}=1+\frac{KD}{(D-x)^2}.
$$

For the example this is $1+1/1.281^2=1.61$. A small relative error in $x$ becomes a relative error in $A$ that is larger by the factor

$$
\frac{x}{A}\,\frac{dA}{dx}=0.719\times1.61=1.16 .
$$

A 1 percent error in the reading thus gives an error of about 1.2 percent in the acid, with $D$ and $K$ taken as known. That is a small price for removing a bias of 28 percent.

### Why one fixed correction factor will not do

The slope $dA/dx$ is positive for $0\le x<D$, so $x$ rises with $A$ at fixed $D$ and $K$. The free dye $D-x$ then falls, and $u=K/(K+D-x)$ rises. The undercount therefore grows with exposure dose as long as the dose adds acid. For $D=2$ mmol/L and $K=0.5$ mmol/L:

- vanishing acid: 20 percent
- 0.5 mmol/L acid: 24 percent
- 1 mmol/L acid: 28 percent
- 2 mmol/L acid: 39 percent

The first entry is the limit $x\to0$, where $u\to K/(K+D)$. Dilute acid does not remove the bias, because each proton still chooses between dye and solution with the odds $D:K$. At the other end, for $A\gg D+K$, nearly all the dye is protonated, $x\to D$, and the reading stops responding to acid. The slope $dA/dx$ then becomes very large, and the inverse formula amplifies any error in $x$ or $D$.

This has a consequence for dose curves. A plot of $x$ against dose bends over even if the acid itself grows in proportion to dose. The bend alone is no evidence that the generator is running out. Convert each reading to $A$ before you fit a generation rate.

The 39 percent for 2 mmol/L acid equals the gap relative to the reading found earlier for 1 mmol/L. This is a coincidence of the chosen concentrations: $3.5^2-8$ and $4.5^2-16$ are both 4.25.

### Would more dye help?

Suppose you want a fraction $f$ of the acid to be bound. Then $x=fA$, the unbound acid is $(1-f)A$, and the free dye is $D-fA$. The equilibrium condition reads

$$
(1-f)A\,(D-fA)=K f A .
$$

Divide by $(1-f)A$ and add $fA$:

$$
D=fA+\frac{Kf}{1-f}.
$$

For $f=0.95$, with the same acid and the same $K$, this is $0.95+9.5=10.45$ mmol/L, about 5.2 times the dye you have now. The first term supplies the sites that are filled. The second is the free dye needed to keep them filled, and it diverges as $f\to1$.

So much dye brings a problem of its own. If the neutral dye absorbs 1 percent as strongly as the protonated dye at your wavelength, the 9.5 mmol/L of free dye looks like $0.01\times9.5=0.095$ mmol/L of acid. That is more than the 0.05 mmol/L still missing, and it has the opposite sign. With the same 1 percent absorption left uncorrected, your present 2 mmol/L of dye and the inverse formula give an acid value about 2 percent too high, while the direct reading with 10.45 mmol/L of dye is 4.5 percent too high. With the absorption left uncorrected, moderate dye with the inverse formula is therefore the better of these two choices, as long as the $K$ you use is not more than about 8 percent too high. At 10 percent too high it gives 5 percent too much acid. If the absorption of the neutral dye is measured and removed, $x=(\text{reading}-0.01D)/0.99$, the ranking changes. More dye together with the inverse formula is then the more robust choice, because a 10 percent error in $K$ costs 0.5 percent in the acid at 10.45 mmol/L of dye and 2.8 percent at 2 mmol/L. A dye with a smaller $K$ also helps.

### How this compares with a real measurement

A fitting real case is a nonionic generator such as N-hydroxynaphthalimide triflate, irradiated in acetonitrile and read with an aminocoumarin-type dye. The value of $K$ here is the one given in the exercise, not a measured constant of such a dye. With a rough molar absorptivity of $5\times10^4$ L/(mol cm) and a 0.1 mm cell, the absorbance of the protonated dye is

$$
5\times10^4\times0.719\times10^{-3}\times0.01=0.36 ,
$$

which is easy to measure. In an ordinary 1 cm cell it would be a hundred times larger and unreadable, so these concentrations call for a thin cell. Dilution also brings the absorbance down, but at a cost, because it releases protons from the dye. After a 20-fold dilution the absorbance in a 1 cm cell is about 0.39, but the underestimate has grown to 84 percent. A value of $K$ that is 10 percent too high then makes the recovered acid about 8 percent too high, compared with 3 percent without dilution. If you do dilute, use the new $D$ in the formula. Then multiply the resulting $A$ by the dilution factor to get the acid in the original solution. A resist film is a different medium, often with much more acid per volume, and neither this $K$ nor the 28 percent should be carried over to it.

The assumptions can be relaxed one at a time, with the other inputs held fixed. The parameters below are rough.

**Incomplete dissociation of the acid.** Even a strong sulfonic acid can remain partly undissociated in acetonitrile. Let $K_a=[H][X]/[HX]=2.5$ mmol/L, where $X$ is the acid anion, and let $h=[H]$ now mean dissociated protons alone. The generator supplies one anion per acid, so $[X]+[HX]=A$. Then $h(A-[HX])=K_a[HX]$, which gives $[HX]=Ah/(K_a+h)$. In the same way $[HB]=Dh/(K+h)$, and the proton balance is

$$
h+\frac{Ah}{K_a+h}+\frac{Dh}{K+h}=A .
$$

Solved numerically, this raises the underestimate from 28 to 34 percent. For this $K_a$ it is the largest shift among the effects sized here, but it depends strongly on $K_a$, which is uncertain. It exceeds the temperature shift below only for $K_a$ under about 7 mmol/L. Reported values of $pK_a$ for triflic acid in acetonitrile range from about 2.6, the value used here, down to about 0.7, and the latter ($K_a\approx200$ mmol/L) gives 28.2 percent, almost no shift. The 34 percent is thus the size of the shift for a weakly dissociated acid. It applies if 0.5 mmol/L is the intrinsic constant, defined with dissociated protons. If all acid not on dye is counted as $H$, the effective constant is

$$
\frac{([H]+[HX])[B]}{[HB]}=K\left(1+\frac{[X]}{K_a}\right),
$$

and when this effective constant is 0.5 mmol/L, the 28 percent stands. Since it depends on $[X]$, calibrate with known amounts of the same acid, in the same solvent and over the same concentration range. Dilution changes it too. With $K=0.5$ and $K_a=2.5$ mmol/L it falls from 0.68 to 0.51 mmol/L on 20-fold dilution, and using the undiluted value on the diluted reading gives an acid about 29 percent too high. An ionic generator whose unexposed salt carries the same anion raises $[X]$ and makes the effect larger.

**A basic impurity.** If 0.02 mmol/L of strong base takes up its share of acid first, the dye competes for 0.98 mmol/L. The underestimate relative to all generated acid is 29 percent.

**Temperature.** For a dissociation enthalpy of 20 kJ/mol, warming by 5 K from 298 K raises $K$ to 0.57 mmol/L by the van 't Hoff relation, and the underestimate becomes 30 percent.

**Ionic activity.** With activity coefficients $\gamma$, the constant in terms of concentrations is $K\gamma_{HB}/\gamma_H$, taking $\gamma_B=1$ for the neutral dye. One singly charged cation stands on each side of the reaction, so in the Debye–Hückel limiting law, which depends on charge but not on ion size, the two coefficients cancel. The extended law for a singly charged ion of size $a$ is $\ln\gamma=-\ell/[2(\lambda+a)]$, where $\ell$ is the Bjerrum length and $\lambda$ the Debye length. For a relative permittivity of 36 and an ionic strength of 1 mmol/L, $\ell=1.56$ nm and $\lambda=6.5$ nm. With ion sizes of 0.5 nm for the solvated proton and 0.8 nm for the protonated dye, this gives 0.895 and 0.899. The constant rises to 0.502 mmol/L, and the underestimate stays at 28 percent.

**Absorption by neutral dye.** At the 1 percent level used above, your present solution would read $0.719+0.01\times1.281=0.732$ mmol/L. The apparent underestimate falls to 27 percent. This is an error in reading $x$, not a change in the equilibrium.

Dye aggregation, complexes between acid and its anion, and varying water content are not included in these estimates. A calibration under the conditions of use can help to account for them. The numerical output below lists the main values to more digits than a real measurement would justify.

## Numbers as computed

```
Total acid: 1.000 mmol/L
Total dye: 2.000 mmol/L
Dissociation constant: 0.500 mmol/L
Sum S = A + D + K: 3.500 mmol/L
Protonated dye, formula: 0.71922 mmol/L
Protonated dye, kinetics: 0.71922 mmol/L
Protonated dye, free-energy minimum: 0.71922 mmol/L
Rejected larger root: 2.78078 mmol/L
Acid not on dye: 0.28078 mmol/L
Free neutral dye: 1.28078 mmol/L
Mass-action check [H][B]/[HB]: 0.50000 mmol/L
Underestimate relative to true acid: 28.08 %
Same gap relative to the reading: 39.04 %
Low-acid limit (also: 2 mmol/L free dye): 20.00 %
Underestimate at acid 0.0001 mmol/L: 20.00 %
Underestimate at acid 0.5000 mmol/L: 23.61 %
Underestimate at acid 1.0000 mmol/L: 28.08 %
Underestimate at acid 2.0000 mmol/L: 39.04 %
Acid recovered from kinetic reading: 1.00000 mmol/L
Slope dA/dx: 1.6096 (no unit)
Acid error per 1 % reading error: 1.158 %
Dye needed to bind 95 % of acid: 10.45 mmol/L
Ratio of needed dye to dye used: 5.22 (no unit)
Molar absorptivity, rough: 50000 L/(mol cm)
Optical path: 0.10 mm
Absorbance of protonated dye: 0.360 (no unit)
Neglected effects, one at a time:
Acid dissociation constant, rough: 2.50 mmol/L
Underestimate, incomplete acid dissociation: 33.77 %
Strong-base impurity: 0.020 mmol/L
Underestimate with base impurity: 29.32 %
Warming: 5.0 K; enthalpy, rough: 20 kJ/mol
K after warming: 0.5712 mmol/L
Underestimate after warming: 30.45 %
Relative permittivity, rough: 36; T: 298.15 K
Ion sizes H, HB, rough: 0.5, 0.8 nm
Debye length: 6.51 nm
Activity coefficients H, HB: 0.8950, 0.8990
K with activity correction: 0.5023 mmol/L
Underestimate with activity correction: 28.16 %
Relative absorptivity of neutral dye: 1.0 %
Underestimate with neutral-dye absorption: 26.80 %
```
